# Ion Path Length with Constant Nuclear and Velocity-Proportional Electronic Stopping, part 1

(Sections cited here and not found follow in the second part.)

## First half: the path length

### 1. One loss mechanism at a time

Suppose that an ion enters a solid with kinetic energy $E_0$ and loses the same energy $A$ in every unit of path. After a path $s$ its energy is

$$E(s)=E_0-As .$$

It stops when this reaches zero, so the path length is

$$R_{\mathrm n}=\frac{E_0}{A}.$$

Doubling the energy doubles the path. With $A=0.2$ keV/nm and $E_0=100$ keV, the ion travels $100/0.2=500$ nm.

Now suppose instead that the loss per unit path is $B\sqrt E$. The energy obeys

$$\frac{dE}{ds}=-B\sqrt E .$$

The chain rule turns this into an equation for $\sqrt E$:

$$\frac{d\sqrt E}{ds}=\frac{1}{2\sqrt E}\frac{dE}{ds}=-\frac B2 .$$

The square root of the energy therefore falls linearly along the path, $\sqrt{E(s)}=\sqrt{E_0}-Bs/2$, and it reaches zero at

$$R_{\mathrm e}=\frac{2\sqrt{E_0}}{B}.$$

Here the energy must be multiplied by four to double the path. With $B=0.02$ keV$^{1/2}$/nm and $E_0=100$ keV, the path is $2\times10/0.02=1000$ nm.

An implanted ion loses energy in both ways at once. The first mechanism represents elastic collisions with target atoms and is called nuclear stopping. The second represents energy given to the electrons of the target and is called electronic stopping. The task is to find the path length when both act together. The answer is shorter than either of the two lengths above, and it contains a logarithm that neither of them has.

### 2. The model and its assumptions

Let $s$ be the distance travelled along the track, and let $S(E)$ be the energy lost per unit of that distance. The model is

$$\frac{dE}{ds}=-S(E),\qquad S(E)=A+B\sqrt E,\qquad A>0,\quad B>0. \tag{1}$$

The minus sign says that the energy falls as the path grows; $S$ itself is positive. Energies are in keV and lengths in nm, so $A$ is in keV/nm and $B$ is in keV$^{1/2}$/nm. The atomic density of the target is already included in both coefficients. If stopping is given as a cross section per target atom, it must first be multiplied by the number of atoms per unit volume.

The unit of $B$ needs care when the energy unit is changed. The product $B\sqrt E$ is an energy per length. If energies are expressed in eV, the number for $B\sqrt E$ grows by a factor 1000, while the number for $\sqrt E$ grows by $\sqrt{1000}$. The number for $B$ therefore grows by $1000/\sqrt{1000}=\sqrt{1000}$, whereas the number for $A$ grows by 1000.

Four assumptions stand behind equation (1).

First, the loss is treated as continuous. A real ion loses energy in separate events of varying size, and two ions of equal energy travel different distances. Equation (1) replaces the losses by their mean, and so assigns one path length to each initial energy. This is a good description of a single ion only when each event removes a small part of its energy. If the ion and the target atoms have similar masses, a nearly head-on collision can remove most of the energy at any point of the track. Individual path lengths can then scatter widely, and the model length should be read as an approximation to their mean.

Second, the nuclear part is constant. Real nuclear stopping rises with energy at low energy, passes through a broad maximum and then falls. A constant can represent it over a limited window around the maximum, with $A$ chosen as a suitable average. The model nevertheless uses the same $A$ down to $E=0$; the consequence is estimated in section 7.

Third, the electronic part is proportional to the ion's speed, since $\sqrt E$ is proportional to speed for a non-relativistic ion. This is a low-velocity law. A cautious yardstick for its limit is the Bohr velocity, about 2190 nm/ps. The usual estimate of the limit is $Z_1^{2/3}$ times this velocity, where $Z_1$ is the atomic number of the ion, so the law reaches further for heavier ions.

Fourth, the target is uniform and amorphous, so that $A$ and $B$ depend neither on position nor on direction. In a crystal, an ion steered along an open channel meets a different stopping power, and the coefficients of the amorphous material do not describe it.

The result will be a length measured along the track. It is not the depth below the surface, because collisions bend the track. The relation between the two is taken up in section 14.

### 3. From stopping power to an integral

Because $A>0$, the stopping power never vanishes, and the energy falls steadily until the ion is at rest. Each energy between $E_0$ and zero is therefore passed once, and the energy can serve as the integration variable in place of $s$. Equation (1) gives

$$ds=-\frac{dE}{S(E)} .$$

The path starts at $s=0$ with $E=E_0$ and ends at $s=R$ with $E=0$. Integrating both sides between these states gives

$$R=-\int_{E_0}^{0}\frac{dE}{S(E)}=\int_0^{E_0}\frac{dE}{A+B\sqrt E}. \tag{2}$$

The minus sign has been used to exchange the limits.

One property can be read off before the integral is done. For $E>0$ the denominator is larger than $A$ alone and larger than $B\sqrt E$ alone. The integrand is then smaller than in either of the cases of section 1, so

$$R<R_{\mathrm n}\qquad\text{and}\qquad R<R_{\mathrm e}.$$

A second loss mechanism always shortens the path in this model.

### 4. Doing the integral

The two parts of the stopping power are equal when $A=B\sqrt E$. This happens at the crossover energy

$$E_c=\left(\frac AB\right)^2. \tag{3}$$

Below $E_c$ nuclear stopping is the larger part, and above it electronic stopping is. Since $E_c$ is the natural energy scale of the problem, measure the energy by it and remove the square root at the same time by writing

$$E=E_c\,w^2,\qquad w\ge 0 .$$

The variable $w$ is the speed of the ion in units of its speed at the crossover energy. Each piece of the integral follows:

$$\sqrt E=\sqrt{E_c}\,w=\frac AB\,w,\qquad A+B\sqrt E=A+Aw=A(1+w),$$

$$dE=2E_c\,w\,dw .$$

The lower limit $E=0$ becomes $w=0$. The upper limit becomes

$$u=\sqrt{\frac{E_0}{E_c}}=\frac{B\sqrt{E_0}}{A}, \tag{4}$$

which is the reduced initial speed. It is also the ratio of electronic to nuclear stopping at the start of the track. Inserting these pieces into equation (2) gives

$$R=\int_0^u\frac{2E_c\,w\,dw}{A(1+w)}=\frac{2E_c}{A}\int_0^u\frac{w}{1+w}\,dw .$$

The numerator can be written as $w=(1+w)-1$, so that

$$\frac{w}{1+w}=1-\frac1{1+w}.$$

Both terms have elementary integrals:

$$\int_0^u\left(1-\frac1{1+w}\right)dw=\Big[w-\ln(1+w)\Big]_0^u=u-\ln(1+u).$$

The lower limit contributes nothing because $\ln 1=0$. The path length is therefore

$$R=\frac{2E_c}{A}\,\big[u-\ln(1+u)\big]. \tag{5}$$

To return to the original symbols, use $E_c=A^2/B^2$, so that $2E_c/A=2A/B^2$. The first term becomes

$$\frac{2A}{B^2}\,u=\frac{2A}{B^2}\,\frac{B\sqrt{E_0}}{A}=\frac{2\sqrt{E_0}}{B},$$

and the whole expression is

$$R=\frac2B\left[\sqrt{E_0}-\frac AB\ln\!\left(1+\frac{B\sqrt{E_0}}{A}\right)\right]. \tag{6}$$

The square-root term is the purely electronic path $R_{\mathrm e}$ of section 1. The logarithmic term is the amount by which nuclear stopping shortens it.

Differentiation confirms the algebra. The derivative of the logarithm with respect to $E_0$ is

$$\frac{1}{1+B\sqrt{E_0}/A}\cdot\frac{B}{2A\sqrt{E_0}}=\frac{B}{2\sqrt{E_0}\,(A+B\sqrt{E_0})}.$$

Hence

$$\frac{dR}{dE_0}=\frac2B\left[\frac1{2\sqrt{E_0}}-\frac{A}{2\sqrt{E_0}\,(A+B\sqrt{E_0})}\right]
=\frac{1}{B\sqrt{E_0}}\cdot\frac{B\sqrt{E_0}}{A+B\sqrt{E_0}}=\frac1{S(E_0)} .$$

This is the integrand of equation (2) at its upper limit, as it must be. Equation (6) also gives $R=0$ at $E_0=0$, which fixes the constant of integration.

### 5. Low energy

When $E_0$ is well below $E_c$, the number $u$ is small. For $0\le u\le1$ the logarithm has the series

$$\ln(1+u)=u-\frac{u^2}2+\frac{u^3}3-\frac{u^4}4+\cdots .$$

The linear terms in $u-\ln(1+u)$ cancel:

$$u-\ln(1+u)=\frac{u^2}2-\frac{u^3}3+\frac{u^4}4-\cdots .$$

Multiply by $2E_c/A$ and use $E_cu^2=E_0$:

$$R=\frac{E_0}{A}\left(1-\frac{2u}3+\frac{u^2}2-\frac{2u^3}5+\cdots\right). \tag{7}$$

The leading term is the purely nuclear path. The first correction is proportional to $u$, and therefore to $\sqrt{E_0}$, so it fades slowly as the energy is lowered. The terms alternate in sign and decrease in size for $0<u\le1$. The error after any number of terms is then smaller than the first term left out.

Take $A=0.2$ keV/nm, $B=0.02$ keV$^{1/2}$/nm and $E_0=1$ keV. Equation (3) gives $E_c=(0.2/0.02)^2=100$ keV, and so $u=0.1$. One term of the series gives 5.000 nm, two terms give 4.667 nm and three give 4.692 nm. The closed formula gives 4.690 nm. The three-term value differs from it by about 0.002 nm, within the bound set by the next term, $5\times2(0.1)^3/5=0.002$ nm.

The cancellation of the linear terms has a numerical side. A computer that forms $u-\ln(1+u)$ subtracts two numbers of size $u$ to obtain one of size $u^2/2$. A relative rounding error in the logarithm is thereby enlarged by a factor of about $2/u$. If $1+u$ is rounded before the logarithm is taken, the logarithm already carries a relative error of about $1/u$ times the machine precision, and the total factor is about $2/u^2$. For very small $u$, the series (7) is the better way to evaluate the path length.

### 6. High energy

When $u$ is large, take $u$ out of the logarithm, $\ln(1+u)=\ln u+\ln(1+1/u)$. Then

$$R=\frac{2E_c}{A}\left[u-\ln u-\ln\!\left(1+\frac1u\right)\right]. \tag{8}$$

The last logarithm lies between zero and $1/u$ and soon becomes negligible. Since $R_{\mathrm e}=2E_cu/A$, comparison with the purely electronic path gives

$$\frac{R}{R_{\mathrm e}}=1-\frac{\ln(1+u)}u,\qquad R_{\mathrm e}-R=\frac{2E_c}{A}\ln(1+u).$$

The ratio tends to one, because a logarithm grows more slowly than its argument. The difference does not tend to zero; it grows without limit. Nuclear stopping becomes a small part of the loss at high energy, but a constant $A$ continues to shorten the path. The reason is visible in the integrand of the difference,

$$\frac1{B\sqrt E}-\frac1{A+B\sqrt E}=\frac{A}{B\sqrt E\,(A+B\sqrt E)}\approx\frac{A}{B^2E}\qquad(E\gg E_c).$$

An integrand proportional to $1/E$ contributes equally from each factor of ten in energy.

This is a limit of the formula and should be applied to an ion with caution. At high enough energy the ion leaves the low-velocity regime, and real nuclear stopping falls below the constant $A$. With a nuclear part that falls at high energy and the same electronic law, the difference $R_{\mathrm e}-R$ levels off instead of growing. The square-root regime is useful only if energies far above $E_c$ still satisfy the low-velocity condition. The approach is slow: even at $E_0=100E_c$, where $u=10$, the ratio $R/R_{\mathrm e}$ is only $1-(\ln 11)/10=0.76$.

### 7. Numbers for a 100 keV ion

Take the round model parameters used above, which stand for no particular ion and target: $A=0.2$ keV/nm, $B=0.02$ keV$^{1/2}$/nm and $E_0=100$ keV. The crossover energy is 100 keV, so the ion starts at the crossover and $u=1$. The initial stopping power is $0.2+0.02\times10=0.4$ keV/nm, half of it nuclear. The length scale in equation (5) is $2E_c/A=200/0.2=1000$ nm. Thus

$$R=1000\,(1-\ln2)\ \text{nm}=1000\,(1-0.6931)\ \text{nm}=306.9\ \text{nm},$$

or about 0.31 µm. This is below both the nuclear value of 500 nm and the electronic value of 1000 nm.

The numbers also show how much depends on the doubtful end of the track. According to section 5, the last 1 keV accounts for 4.7 nm of path, about 1.5% of the total. If the true stopping power below 1 keV were half the model value throughout, that piece would double, and the total path would grow by the same 4.7 nm. Since real nuclear stopping falls towards zero at low energy, the piece can grow by more than that. Even if it tripled, the total path would grow by only 9.4 nm, about 3%. With these numbers, a fault confined to the last keV matters little for a 100 keV ion, but it matters greatly for a 1 keV ion, whose whole path lies in that region. The cut at 1 keV and the factor three are assumptions. For heavy ions such as arsenic or antimony in silicon, screened-Coulomb nuclear stopping stays below 80% of its maximum up to roughly 10 to 30 keV. A constant $A$ fitted to the 100 keV path then misses the part below 10 keV by an amount of the order of 10% of the total.

## Second half: time, energy sharing and residual energy

### 8. Symbols and results carried over

An ion of initial energy $E_0$ loses energy $S(E)=A+B\sqrt E$ per unit path, with constant $A>0$ (nuclear) and $B>0$ (electronic). The two parts are equal at $E_c=(A/B)^2$, and $u=\sqrt{E_0/E_c}=B\sqrt{E_0}/A$ is the reduced initial speed. The path length to rest is

$$R=\int_0^{E_0}\frac{dE}{S(E)}=\frac{2E_c}{A}\big[u-\ln(1+u)\big]
=\frac2B\left[\sqrt{E_0}-\frac AB\ln(1+u)\right].$$

The numerical example has $A=0.2$ keV/nm, $B=0.02$ keV$^{1/2}$/nm and $E_0=100$ keV, hence $E_c=100$ keV, $u=1$ and $R=306.9$ nm.

This part has derived the path length of an ion under constant nuclear and speed-proportional electronic stopping, and has examined its low- and high-energy limits and a 100 keV example. What remains is to explain the logarithm through the stopping time, to find how the energy is shared and how much is left along the track, to see how the path length responds to energy and to the two coefficients, and to relate it to implanted depth.
